# Dopant spacing and Coulomb capture radius in a doped organic semiconductor

## 1. Definitions and conventions

A p-doped organic film contains $N$ dopants per unit volume. Each dopant that has accepted an electron is a fixed negative ion of charge $-e$, and the hole it has released is the mobile carrier. The host is an isotropic continuum of relative permittivity $\varepsilon_r$. A hole at distance $r$ from one ion has the energy

$$U(r)=-\frac{C}{r},\qquad C=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r},$$

with zero at infinite separation. The closest distance between hole and ion is $a$. Lengths are in nm and energies in eV, the natural units here; the two main lengths are also given in bohr.

Two lengths are compared:

$$d=N^{-1/3},\qquad r_c=\frac{C}{kT}.$$

The first is the edge of the cube that holds one dopant. The second is the distance at which the attraction equals $kT$; section 3 shows that it is also a radius of capture. Spheres of radius $r_c$ around two ions a distance $d$ apart touch at $d=2r_c$, and each contains the other's centre once $d<r_c$.

The example uses round, rough values: $N=10^{19}$ cm$^{-3}$, $\varepsilon_r=3.5$, $T=300$ K, $a=0.8$ nm. Since 1 cm$^{3}$ is $10^{21}$ nm$^3$, $N=0.01$ nm$^{-3}$ and

$$d=(0.01)^{-1/3}\ \text{nm}=4.64\ \text{nm}\quad(87.7\ \text{bohr}).$$

With $e^2/4\pi\varepsilon_0=1.440$ eV nm, $C=1.440/3.5=0.411$ eV nm. With $kT=0.02585$ eV,

$$r_c=\frac{0.4114}{0.02585}\ \text{nm}=15.9\ \text{nm}\quad(301\ \text{bohr}),\qquad \frac{r_c}{d}=3.43 .$$

The neighbour lies deep inside the capture sphere. Section 3 works out what this means for escape from one ion, and section 4 what it does to the release barrier of a bound hole.

## 2. What "mean spacing" means for random dopants

Place $M$ dopants at random in a volume $V$. The chance that none lies in a chosen sphere of volume $v=4\pi r^3/3$ is $(1-v/V)^M$, which tends to $e^{-Nv}$ when $M$ and $V$ grow at fixed $N=M/V$. This is the probability that the nearest neighbour is farther than $r$. The mean of a positive quantity is the integral of the probability of exceeding $r$, so with $b=4\pi N/3$ and $t=br^3$,

$$\bar r=\int_0^\infty e^{-br^3}dr=\frac{b^{-1/3}}{3}\int_0^\infty t^{-2/3}e^{-t}dt=\frac{\Gamma(1/3)}{3}\,b^{-1/3}=\Gamma(4/3)\left(\frac{4\pi N}{3}\right)^{-1/3}.$$

This gives 2.57 nm; 20,000 random positions in a periodic box gave 2.58 nm. The figure of 4.6 nm is thus a volume-based spacing, larger than the mean nearest-neighbour distance of a random film. Either length is far below $r_c$.

The mean number of other dopants inside one capture sphere is

$$\frac{4\pi}{3}Nr_c^3=\frac{4\pi}{3}\left(\frac{r_c}{d}\right)^3=169 ,$$

and counting around 500 of the random positions also gave 169. The cube turns a modest ratio of lengths into a large population.

## 3. Why $r_c$ is a capture radius

Consider one isolated ion that absorbs any hole reaching $r=a$. Let $\phi(r)$ be the probability that a hole starting at $r$ escapes to infinity. During a short time $\delta t$ the hole moves by $\boldsymbol\Delta$, with mean drift $-(D/kT)\nabla U\,\delta t$ (Einstein's relation gives the mobility from the diffusion constant $D$) and mean squares $\langle\Delta_i\Delta_j\rangle=2D\delta_{ij}\,\delta t$. The chance of escape is the same before and after the step on average, $\phi(\mathbf r)=\langle\phi(\mathbf r+\boldsymbol\Delta)\rangle$. Expanding to first order in $\delta t$,

$$D\nabla^2\phi-\frac{D}{kT}\nabla U\cdot\nabla\phi=0 .$$

Here $U'=C/r^2$, so $U'/kT=r_c/r^2$, and for a spherically symmetric $\phi$

$$\phi''+\left(\frac2r-\frac{r_c}{r^2}\right)\phi'=0 .$$

Dividing by $\phi'$ and integrating gives $\ln\phi'=-2\ln r-r_c/r+\text{const}$, that is $\phi'\propto r^{-2}e^{-r_c/r}$. Since $(e^{-r_c/r})'=r_cr^{-2}e^{-r_c/r}$, a second integration with $\phi(a)=0$ and $\phi(\infty)=1$ yields

$$\phi(r)=\frac{e^{-r_c/r}-e^{-r_c/a}}{1-e^{-r_c/a}} .$$

**Far from the ion.** For $r\gg r_c$, $e^{-r_c/r}=1-r_c/r+r_c^2/2r^2-\dots$, so

$$\phi=1-\frac{R}{r}+\frac{R\,r_c}{2r^2}-\dots,\qquad R=\frac{r_c}{1-e^{-r_c/a}} .$$

A neutral absorbing sphere of radius $R$ has $\phi=1-R/r$, by the same equation without the force. To leading order at large distance the ion therefore acts as a neutral sink of radius $R$; the first correction is positive and smaller by the factor $r_c/2r$.

**Strong attraction, $r_c\gg a$.** Then $R=r_c(1+e^{-r_c/a}+\dots)$. In the example $r_c/a=19.9$, so the correction is of relative size $10^{-9}$ and the radius no longer depends on $a$. Direct numerical integration of the differential equation out to $1000\,r_c$ gave a capture radius of 15.90 nm, against 15.91 nm from $C/kT$.

**Weak attraction, $r_c\ll a$.** With $u=r_c/a$, $1-e^{-u}=u(1-u/2+\dots)$ and

$$R=\frac{a}{1-u/2+\dots}=a+\frac{r_c}{2}+\dots$$

The sink then has its geometric size, enlarged a little by the attraction. Organic films are far from this limit: with $a=0.8$ nm at 300 K, $r_c$ falls to $a$ only at $\varepsilon_r\approx70$.

**At the spacing $d$.** The far expansion fails here: its first two terms give $1-3.43$, a negative probability, and the next term adds $3.43^2/2=5.9$. The full expression, with the negligible $e^{-r_c/a}$ dropped, gives

$$\phi(d)=e^{-r_c/d}=e^{-3.43}=0.032 ,$$

against $e^{-1}=0.37$ at $r=r_c$. If the other dopants were absent, a hole that had already moved one spacing away would still be recaptured with a probability of 97%. In the film another ion is by then usually closer than the first: a sphere of radius $d$ around the hole is free of other ions with a probability of only $e^{-4\pi/3}=0.015$. If those ions are empty, a theory that treats escape from each ion separately has no region in which to apply its far-field condition. An ion that still holds its hole is a neutral dipole and does not attract as $-C/r$; section 8 estimates how many are empty.

## 4. Release towards an empty neighbour

Let two ions be a distance $d$ apart, with one hole shared between them; the second ion has lost its own hole. On the line joining them, at distance $x$ from the first ion,

$$U_2(x)=-\frac Cx-\frac C{d-x}=-\frac{Cd}{x(d-x)} .$$

The product $x(d-x)$ is largest at $x=d/2$, so the energy along the line has its maximum there, $-4C/d$. No other path is easier. A path from one ion to the other must cross the midplane, and at distance $\rho$ from the axis the energy in that plane is $-2C/\sqrt{d^2/4+\rho^2}\ge-4C/d$. The midpoint is therefore the pass.

The hole starts at $x=a$, the lowest point it can reach on the contact sphere. The barrier is

$$B=-\frac{4C}{d}+\frac{Cd}{a(d-a)}=C\,\frac{d^2-4a(d-a)}{a\,d\,(d-a)}=\frac{C(d-2a)^2}{a\,d\,(d-a)} ,$$

because $d^2-4ad+4a^2=(d-2a)^2$. For an isolated ion the barrier is $C/a$. Release here means transfer to the neighbour, not escape to infinity: removing the hole from the pair altogether costs $C/a+C/(d-a)$, which is more than $C/a$. Long-range motion by this route needs a succession of empty ions.

**Distant neighbour, $a\ll d$.** Put $x=a/d$ from here on. Then $B=(C/a)(1-2x)^2/(1-x)$. The numerator can be written

$$(1-2x)^2=1-4x+4x^2=(1-3x)(1-x)+x^2 ,$$

so division by $1-x$ gives

$$B=\frac Ca-\frac{3C}{d}+\frac{Ca}{d(d-a)} .$$

The first term is the isolated ion, the second the first correction, and the third the whole remainder, of relative order $x^2$. The factor 3 has a plain origin: the pass is lowered by $4C/d$ relative to infinity, but the starting point is itself lowered by about $C/d$ by the neighbour.

In units of $kT$,

$$\frac{B}{kT}=\frac{r_c}{a}-3\,\frac{r_c}{d}+\dots$$

This is the energetic meaning of comparing the two lengths: three times their ratio is the leading reduction of the barrier in units of $kT$. It reaches $kT$ already at $d=3r_c$, before the spheres touch. Since $d=N^{-1/3}$, this leading term grows as $N^{1/3}$ at fixed $a$ and $\varepsilon_r$; the full reduction grows somewhat more slowly.

For the example,

$$B=0.514-0.266+0.018=0.267\ \text{eV}$$

after rounding the sum. The small parameter is $x=0.17$, and the first two terms alone give 0.248 eV, 7% below the full two-ion value. The barrier has roughly halved, yet it is still $10.3\,kT$. At equal prefactors the reduction speeds up thermal release by $e^{0.247/0.02585}$, about $10^4$, while the remaining factor $e^{-B/kT}$ is $3\times10^{-5}$. Overlap of the potentials greatly eases transfer to an empty neighbour but does not by itself make the holes free.

The midpoint energy shows the same overlap: one ion alone gives $-2C/d=-0.177$ eV there, the pair gives $-0.355$ eV, or nearly $14\,kT$ below the zero at infinity.

**Near contact, $d\to2a$.** Put $d=2a+\delta$. The denominator is $a(2a+\delta)(a+\delta)=2a^3(1+\delta/2a)(1+\delta/a)$, hence

$$B=\frac{C\delta^2}{2a^3}\left(1-\frac{3\delta}{2a}+\dots\right),\qquad \delta\ll a .$$

The barrier vanishes quadratically when the two contact spheres meet.

At the mean nearest distance, 2.57 nm, neither expansion serves. The distant form gives $0.514-0.480=0.034$ eV, and near contact $\delta/a=1.2$ is not small. The full expression gives 0.107 eV. For random dopants the fraction with a neighbour within $2a=1.6$ nm is $1-e^{-4\pi N(2a)^3/3}=0.158$, and for these the formula has no barrier to describe. Only $e^{-4\pi/3}$, or 1.5%, of the dopants have their nearest neighbour beyond $d$. A random film thus has a wide spread of barriers. The value of 0.267 eV belongs to the regular spacing $d$ and lies near the upper end of that spread when the nearest neighbour is the empty one.

## 5. The remaining ions and charge neutrality

Two ions and one hole are not neutral. The opposite extreme is a cubic lattice of ions with spacing $d$, in which all the other holes are mobile and smeared into a uniform positive charge. Write the energy of the test hole as $-C\Phi(\mathbf r)$.

The sum for $\Phi$ converges quickly if each point charge is split into a Gaussian cloud of density $(\eta^3/\pi^{3/2})e^{-\eta^2r^2}$ and the difference between point and cloud. The cloud has the potential $\operatorname{erf}(\eta r)/r$, so the difference has the short-ranged potential $\operatorname{erfc}(\eta r)/r$. The periodic clouds are summed in Fourier space: the cloud's transform is $e^{-G^2/4\eta^2}$, Poisson's equation multiplies it by $4\pi/G^2$, and the uniform charge removes $\mathbf G=0$. With lattice points $\mathbf R$,

$$\Phi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}+\frac{4\pi}{d^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}\cos\mathbf G\cdot\mathbf r-\frac{\pi}{\eta^2d^3} .$$

The last term sets the spatial mean of $\Phi$ to zero, since $\int\operatorname{erfc}(\eta r)\,r^{-1}d^3r=\pi/\eta^2$; it cancels in differences. The barrier between $(a,0,0)$ and $(d/2,0,0)$ is

$$B_{\text{lat}}=C\left[\Phi(a,0,0)-\Phi(d/2,0,0)\right]=0.277\ \text{eV},$$

the same for $\eta d=2$ and $2.6$ to within $10^{-8}$ eV. It lies 4% above the two-ion value. The halving of the barrier is thus not produced by the net charge of the pair.

## 6. Neighbours that keep their holes

If the neighbours are still occupied, each is a dipole. Let an ion lie at distance $r$ from the test hole and let its own hole be displaced from it by $a$, at angle $\theta$ to the outward radius. The distance to that hole is $s=\sqrt{r^2+a^2+2ra\cos\theta}$, and the pair contributes the energy

$$w=C\left(\frac1s-\frac1r\right)\simeq-\frac{Ca\cos\theta}{r^2}.$$

Take the orientations as random and frozen, so that the test hole does not turn the pairs; pairs free to turn would also lower its mean energy. Then the mean is zero, and $\langle\cos^2\theta\rangle=1/3$. Variances of independently placed pairs add, so outside a distance $r_{\min}$

$$\sigma_{\text{dip}}^2=N\int_{r_{\min}}^\infty\frac{C^2a^2}{3r^4}\,4\pi r^2dr=\frac{4\pi}{3}\frac{NC^2a^2}{r_{\min}} .$$

The first correction comes from the finite length of the pair. For $r>a$ the angular averages are $\langle1/s\rangle=1/r$ and

$$\left\langle\frac1{s^2}\right\rangle=\frac1{2ra}\ln\frac{r+a}{r-a}=\frac1{r^2}\left(1+\frac{a^2}{3r^2}+\frac{a^4}{5r^4}+\dots\right).$$

Therefore $\langle w^2\rangle=C^2(\langle1/s^2\rangle-1/r^2)=(C^2a^2/3r^4)(1+3a^2/5r^2+\dots)$, and the radial integral multiplies the variance by $1+a^2/5r_{\min}^2$. With $r_{\min}=2a$ this is 1.05, or 2.5% in the rms value.

The leading formula gives $\sigma_{\text{dip}}=0.053$ eV, about $2kT$. A simulation with 4000 random surroundings, cut off at 20 nm, gave 0.054 eV; the leading formula with the same cut-off gives 0.051 eV, and 0.052 eV with the correction. The remaining few per cent were not separated into sampling error and higher terms. These values are the spread of the energy at one point. The spread of the barrier is that of the difference between the start of the release path and its midpoint. It depends on how close pairs may come to the path. If they stay $2a$ away from both points, the two shifts are strongly correlated and the barrier varies by less; if they may approach the midpoint more closely, rare near pairs can make its rms spread as large as the value at one point or larger. Occupied neighbours thus roughen the energy landscape, whereas an empty one at distance $d$ lowers the release barrier by about 0.25 eV.

## 7. Where the continuum picture fails

**Screening.** If all holes were mobile and followed the potential $V$ as $Ne^{-eV/kT}$, the linearized response would be $-Ne^2V/kT$. Poisson's equation then reads $\nabla^2V=V/\lambda^2$ with

$$\frac1{\lambda^2}=\frac{e^2N}{\varepsilon_0\varepsilon_rkT}=4\pi Nr_c .$$

This gives $\lambda=0.71$ nm, which might suggest that the overlap is screened away. But the number of holes in a sphere of that radius is

$$\frac{4\pi}{3}N\lambda^3=\frac{1}{3\sqrt{4\pi}}\left(\frac{d}{r_c}\right)^{3/2}=0.015 .$$

A smooth screening cloud needs many carriers in that sphere. By the formula above, the number is below one as soon as $d<4.8\,r_c$, before the capture spheres touch. Wherever they overlap, the Debye formula therefore cannot be used. This rules out the formula, not screening as such.

**Added permittivity.** An ion–hole pair of moment $p=ea$ that turns freely in a weak field $F$ has the weight $1+(pF/kT)\cos\theta$, hence $\langle\cos\theta\rangle=pF/3kT$. Without local-field corrections the pairs add

$$\Delta\varepsilon=\frac{Np^2}{3\varepsilon_0kT}=1.49$$

to the permittivity. This lowers $r_c$ to 11.2 nm, still more than twice $d$.

**Tunnelling.** For a wavefunction decay length of 0.5 nm (rough), direct transfer across $d-2a=3.04$ nm carries the factor $e^{-2(3.04)/0.5}=5\times10^{-6}$, against $3\times10^{-5}$ for thermal release. The second number contains no overlap factor, although with sites about 1 nm apart the thermal route is itself a chain of hops. Three hops of 1.01 nm pass over sites 0.249 eV above the start; with the same prefactor per hop, the three steps in series give $\tfrac13e^{-0.249/kT}e^{-2(1.01)/0.5}=4\times10^{-7}$, below the direct factor. At a decay length of 0.3 nm the direct factor falls to $2\times10^{-9}$ and the three-hop factor to $2.5\times10^{-8}$, so the order reverses. Which route dominates thus depends on this rough input and on the prefactors.

**Site disorder.** Let the site energies be Gaussian with width $\sigma=0.08$ eV (rough). For few carriers the weight is $e^{-E^2/2\sigma^2-E/kT}$; completing the square centres it at $-\sigma^2/kT=-0.248$ eV. With one hole per dopant and $10^{21}$ sites per cm$^3$, 1% of the sites are filled. Fermi–Dirac occupation then gives a mean energy of $-0.177$ eV, since each site holds one carrier and the deepest fill up. This mean is not itself an activation energy, but it shows that disorder acts on an energy scale comparable to $B$, so a measured activation energy could not be read as $B$ alone.

## 8. The real case and the strength of the verdict

The parameters are meant for a polymer film doped with a molecular acceptor, at roughly one dopant per hundred sites. Real films depart from the model in several ways. Their permittivity is anisotropic; scalar values of 3 and 4 give $r_c=18.6$ and 13.9 nm at 300 K. At 350 K and $\varepsilon_r=3.5$ it is 13.6 nm. The hole is spread over several repeat units and is not a point charge at 0.8 nm, so the binding energy $C/a$ is much less certain than $r_c$, which does not contain $a$.

With the other parameters held fixed, $r_c$ would shrink to $d$ only at $\varepsilon_r=12$, or formally at about 1000 K, far outside the use of such films. The onset densities point the same way: the spheres touch at $3.1\times10^{16}$ cm$^{-3}$, and neighbouring centres enter them at $2.5\times10^{17}$ cm$^{-3}$. These densities count ions. If only part of the dopants were ionized, the ion spacing would stay below $r_c$ as long as that part exceeded $2.5\times10^{17}/10^{19}$, or 2.5%. The same threshold applies to the ions that have lost their hole, which alone carry an uncompensated $-C/r$ field. With a binding of $20\,kT$ these are a minority. An ideal mass-action estimate with $K=\int_a^{r_c/2}4\pi r^2e^{r_c/r}dr\approx1.8\times10^8$ nm$^3$ gives an empty fraction $(NK)^{-1/2}\approx7\times10^{-4}$, a spacing of about $3r_c$. Interactions with the surrounding pairs, ions holding two holes and site disorder raise this fraction, so it is only a lower estimate.

That the ion spacing at $10^{19}$ cm$^{-3}$ lies well below $r_c$ is therefore a safe conclusion within this electrostatic model. It does not follow that bare Coulomb wells overlap: in this model most neighbours keep their holes and act as the dipoles of section 6, and an empty neighbour at distance $d$ is the exception. The barrier of about 0.27 eV is a less certain estimate, tied to the contact distance, a regular spacing and an empty neighbour. The numerical output below lists the values used.

## Table of computed values

```
Dopant density: 1.0e+19 cm^-3
Relative permittivity (rough): 3.5
Temperature: 300 K
Closest hole-ion distance a (rough): 0.8 nm
Thermal energy kT: 0.02585 eV
Coulomb constant in vacuum: 1.4400 eV nm
Coulomb constant C in host: 0.4114 eV nm
Spacing d = N^(-1/3): 4.642 nm
Spacing d: 87.7 bohr
Mean nearest-neighbour distance, random: 2.571 nm
Same, from random positions: 2.583 nm
Capture radius r_c: 15.91 nm
Capture radius r_c: 301 bohr
Capture radius from diffusion equation: 15.90 nm
Ratio r_c/d: 3.43
Escape probability from r = d, isolated ion: 0.0324
Escape probability from r = r_c: 0.368
Mean number of other dopants within r_c: 169
Same, from random positions: 169
Density where d = 2 r_c: 3.10e+16 cm^-3
Density where d = r_c: 2.48e+17 cm^-3
Midpoint well depth, one ion: 0.177 eV
Midpoint well depth, two ions: 0.355 eV
Release barrier, isolated ion: 0.514 eV
Release barrier, empty neighbour at d: 0.267 eV
Same barrier over kT: 10.3
Release barrier, neutral cubic lattice: 0.277 eV
Release barrier at mean nearest distance: 0.107 eV
Fraction with a neighbour within 2a: 0.158
Rms potential of random dipoles: 0.053 eV
Rms of dipole simulation (cut at 20 nm): 0.054 eV
Formal Debye length, all holes mobile: 0.707 nm
Holes in a Debye sphere: 0.0148
Permittivity added by free pair rotation: 1.49
Capture radius with that permittivity: 11.16 nm
Capture radius at permittivity 3: 18.57 nm
Capture radius at permittivity 4: 13.93 nm
Capture radius at 350 K: 13.64 nm
Permittivity needed for r_c = d: 12.0
Temperature needed for r_c = d: 1029 K
Site density (rough): 1.0e+21 cm^-3
Site filling, one hole per dopant: 0.010
Site disorder (rough): 0.08 eV
Carrier energy lowering, dilute: 0.248 eV
Carrier energy lowering, with filling: 0.177 eV
Wavefunction decay length (rough): 0.5 nm
Thermal factor exp(-B/kT): 3.3e-05
Direct tunnelling factor: 5.2e-06
```
